# First Failure Among Many Interconnect Lines with Lognormal Lifetimes

## Problem

Electromigration is the drift of metal atoms driven by an electric current. It can open a void in an interconnect line and break it. A device contains $N=10^6$ such lines and fails when its first line fails.

The lines fail independently, and all have the same lifetime distribution: $\ln t$ is normal with mean $\ln t_{50}$ and standard deviation $\sigma=0.3$. The logarithm is natural, and $t_{50}$ is the median lifetime of a single line. Let $t_1$ be the time by which half of a large population of devices has failed.

(a) Express $t_1/t_{50}$ through $N$, $\sigma$ and the normal distribution.

(b) Show, without tables of the normal distribution, that the ratio is roughly 0.23.

(c) Aluminium lines at 373 K have a single-line median of 40 years. Find $t_1$, and judge how far it can be trusted.

## Hints

1. A device survives only if every line survives. Write this probability first, and set it to one half.
2. The required failed fraction of lines is very small. Work with the upper tail of the normal distribution,
$$Q(x)=\int_x^\infty\varphi(u)\,du,\qquad \varphi(u)=\frac{e^{-u^2/2}}{\sqrt{2\pi}} .$$
3. Since $\varphi'(u)=-u\varphi(u)$, the tail can be integrated by parts repeatedly. The sign of the remainder tells whether a truncated result is too large or too small.
4. You do not need to solve for $x$. Two trial values that enclose it are enough.

## Solution

### (a) The median condition

Let $\Phi$ be the cumulative normal distribution. One line has failed by time $t$ with probability

$$F(t)=\Phi\!\left(\frac{\ln(t/t_{50})}{\sigma}\right).$$

Independence lets us multiply the survival probabilities of the lines, so the device survives with probability $S(t)=[1-F(t)]^N$. Setting $S(t_1)=1/2$ and taking the $N$th root gives

$$F(t_1)=q,\qquad q=1-2^{-1/N}=1-e^{-\ln 2/N}.$$

For $N>1$ we have $q<1/2$, so the argument of $\Phi$ is negative. Call it $-x$, with $x>0$. By the symmetry of the normal distribution, $\Phi(-x)=Q(x)$. Hence

$$\boxed{\frac{t_1}{t_{50}}=e^{-\sigma x},\qquad Q(x)=1-2^{-1/N}}$$

Two limits check the form. For $N=1$, $q=1/2$ and $x=0$, so the ratio is 1. For $\sigma\to0$ at fixed $N$, all lines fail at the same time and the ratio again tends to 1.

### (b) The number

**The failed fraction.** For $v>0$, $1-v<e^{-v}<1$. Integrating from 0 to $u$ gives

$$u-\frac{u^2}{2}<1-e^{-u}<u .$$

With $u=\ln2/N$, this shows that $q$ lies below $\ln2/N$ by a relative amount smaller than $\ln2/(2N)$. For a million lines the difference is negligible, and $q=6.931\times10^{-7}$.

If all lines were followed to $t_1$, the mean number failed would be $Nq=0.693$. This is $\ln2$ rather than one because the probability that no line has failed, $(1-q)^N\simeq e^{-Nq}$, must equal one half.

**Bounds on the tail.** Define $I_m=\int_x^\infty u^{-m}\varphi(u)\,du$, so that $Q=I_0$. Write the integrand as $u^{-(m+1)}[u\varphi(u)]$. Because $u\varphi=-\varphi'$, integration by parts gives

$$I_m=\frac{\varphi(x)}{x^{m+1}}-(m+1)I_{m+2}.$$

Using this for $m=0$, 2 and 4 in turn,

$$Q=\frac{\varphi}{x}-I_2
=\frac{\varphi}{x}-\frac{\varphi}{x^3}+3I_4
=\frac{\varphi}{x}-\frac{\varphi}{x^3}+\frac{3\varphi}{x^5}-15I_6 .$$

All $I_m$ are positive. Dropping $3I_4$ therefore gives a lower bound, and dropping $-15I_6$ gives an upper bound:

$$\frac{\varphi(x)}{x}\left(1-\frac1{x^2}\right)<Q(x)<\frac{\varphi(x)}{x}\left(1-\frac1{x^2}+\frac3{x^4}\right).$$

**Enclosing $x$.** At the two trial values 4.82 and 4.83,

$$Q(4.82)>\frac{e^{-4.82^2/2}}{4.82\sqrt{2\pi}}\left(1-\frac1{4.82^2}\right)=7.143\times10^{-7}>q,$$

$$Q(4.83)<\frac{e^{-4.83^2/2}}{4.83\sqrt{2\pi}}\left(1-\frac1{4.83^2}+\frac3{4.83^4}\right)=6.833\times10^{-7}<q.$$

Since $Q$ decreases with $x$, it follows that $4.82<x<4.83$. Multiplying by $-0.3$ reverses the inequalities, so $-1.449<-\sigma x<-1.446$ and

$$0.2348<\frac{t_1}{t_{50}}<0.2356 .$$

This proves the claim. A numerical solution gives $x=4.827$ and a ratio of 0.2350, about 2% above the quoted 0.23. In a direct simulation of 200 devices, each with a million lines, the median first failure came at $0.2354\,t_{50}$.

**Dependence on $N$.** The ratio falls slowly as lines are added. For large $N$, $q\simeq\ln2/N$, so $d\ln q/d\ln N\simeq-1$. Since $dQ/dx=-\varphi$ and $Q\simeq\varphi/x$ in the far tail,

$$\frac{dx}{d\ln N}\simeq\frac{Q}{\varphi}\simeq\frac1x,
\qquad
\frac{d\ln(t_1/t_{50})}{d\ln N}\simeq-\frac{\sigma}{x}=-\frac{0.3}{4.827}\simeq-0.062 .$$

The step $Q/\varphi\simeq1/x$ overstates the slope slightly: with the exact $Q/\varphi$ it is $-0.060$ at $N=10^6$. Either way, halving the number of lines should raise the ratio by about $0.06\ln2$, or 4%. The full formula gives 0.2451 for half a million lines, in agreement.

An exponential lifetime law behaves very differently. There the device survival is $e^{-N\lambda t}$, with $\lambda$ the failure rate of one line, and the ratio of medians is $1/N$. The size of the reduction depends on both the spread of the lifetimes and the shape of the lower tail. A lognormal law with $\sigma=1$ gives a ratio of only 0.008. A Weibull law, whose survival probability is $e^{-(t/\tau)^\beta}$ with scale $\tau$ and shape $\beta$, gives 0.039 when $\ln t$ has the same standard deviation of 0.3.

### (c) Aluminium lines

The median first failure is

$$t_1=0.2350\times40\ \text{years}=9.4\ \text{years}.$$

**Uncertain shape.** Suppose $\sigma$ was estimated from $n=30$ tested lines. For normal data, the sample variance has standard deviation $\sigma^2\sqrt{2/(n-1)}$. Dividing by $2\sigma$ converts a small error in $\sigma^2$ into one in $\sigma$:

$$\delta\sigma\simeq\frac{\sigma}{\sqrt{2(n-1)}}=\frac{0.3}{\sqrt{58}}=0.039 .$$

At fixed $t_{50}$, one standard error either way changes the ratio to 0.194 or 0.284, and $t_1$ to 7.8 or 11.4 years. For small errors, the relative error in the ratio is $\sigma x\simeq1.45$ times the relative error in $\sigma$, with the opposite sign.

**Uneven temperature.** Take an Arrhenius lifetime, $t_{50}\propto e^{E/k_BT}$, with a rough activation energy $E=0.6$ eV. To first order, a temperature change $\delta T$ shifts $\ln t_{50}$ by $-E\,\delta T/(k_BT^2)$. If the line temperatures are independent and normally distributed with a standard deviation of 3 K, this adds a logarithmic spread of 0.150. Independent variances add:

$$\sigma_{\rm total}=\sqrt{0.300^2+0.150^2}=0.335 .$$

The linearized ratio is 0.198. Averaging over the full Arrhenius law gives 0.199, or 8.0 years, with the reference median kept at its uniform-temperature value. The shape of the temperature distribution matters too, because the first line to fail tends to be hotter than average: a flat distribution with the same standard deviation gives 0.207.

Warming every line by 5 K acts differently. It multiplies all lifetimes by 0.781, so $t_1$ falls to 7.3 years while the ratio of medians is unchanged.

**Short lines.** Atoms accumulating at a blocked end build up a stress gradient that opposes their drift. In the simplest model, the drift stops before failure in a line whose product of current density and length is below a threshold. With a rough threshold of 1000 A/cm and a current density of 0.5 MA/cm², the threshold length is

$$\frac{1000\ \text{A/cm}}{0.5\times10^6\ \text{A/cm}^2}=2\times10^{-3}\ \text{cm}=20\ \mu\text{m}.$$

The lines here are 200 µm long, so none is protected. If half of them were below the threshold and never failed, the ratio would be the 0.2451 found above for half a million lines, with $t_{50}$ now the median of the unprotected lines.

**Comparison with real devices.** The temperature, current density, activation energy and $\sigma$ are plausible rough values for aluminium interconnects. The 40-year median is a chosen value, and it is short for a product meant to run ten years, because about 85% of the devices would fail before then if the lines are independent and lognormal. This fraction depends strongly on the model: with half the variance shared, as in Variation 1, it is about 5%. A million equally loaded lines is also an idealization, since currents and lengths differ across a real chip. Real lines are neither strictly identical nor strictly independent. In the cases calculated here, uneven temperature lowers the ratio to 0.199, while the shared variation treated below raises it to 0.357. The prediction also relies on the lognormal law at a failed fraction near $7\times10^{-7}$, far beyond what a test of 30 lines can observe.

## Variation 1: lifetimes partly shared within a device

**Question.** Half the variance of $\ln t$ is common to all lines of a device, for example through film thickness. The total variance and $N$ are unchanged. What is the new ratio?

**Solution.** For line $i$, write

$$\ln\frac{t_i}{t_{50}}=\frac{\sigma}{\sqrt2}\,G+\frac{\sigma}{\sqrt2}\,Z_i ,$$

where $G$ is common to the device and all variables are independent standard normals. The two variances add to $\sigma^2$, so the single-line median over the whole population is still $t_{50}$. At fixed $G=g$ the lines are independent. Averaging over $g$ gives

$$S(t)=\int_{-\infty}^{\infty}\varphi(g)\left[1-\Phi\!\left(\frac{\ln(t/t_{50})-\sigma g/\sqrt2}{\sigma/\sqrt2}\right)\right]^N dg .$$

For an estimate, replace the smallest $Z_i$ by its median, $-x$. The common term is symmetric about zero, so the ratio is about

$$e^{-\sigma x/\sqrt2}=e^{-1.448/\sqrt2}\simeq0.36 .$$

Solving $S(t_1)=1/2$ numerically gives 0.357, and simulation gives 0.356. The median first failure moves from 9.4 to $0.357\times40=14.3$ years. Only the independent part of the variation lets a large number of lines search out an early failure. If all the variation were shared, the lines of a device would fail together and the ratio would be 1.

## Variation 2: an incubation time

**Question.** No line can fail before $0.2\,t_{50}$, perhaps because stress must build up before a void forms. The median and the slope of $\ln t$ against the normal variable $z$ at the median are kept fixed. What is the new ratio?

**Solution.** Let the time after incubation be lognormal with shape $s$:

$$\frac{t(z)}{t_{50}}=0.2+0.8\,e^{sz}.$$

At $z=0$ this equals 1, as required. The slope there is

$$\left.\frac{d\ln t}{dz}\right|_{z=0}=\left.\frac{0.8\,s\,e^{sz}}{0.2+0.8\,e^{sz}}\right|_{z=0}=0.8\,s .$$

Setting it equal to 0.3 gives $s=0.375$. Since $t$ increases with $z$, the median first failure still corresponds to $z=-x$:

$$\frac{t_1}{t_{50}}=0.2+0.8\,e^{-0.375\times4.827}=0.331 .$$

This is 41% above the plain lognormal result and corresponds to 13.2 years. At $z=-2$, however, the two laws give 0.578 and 0.549, a difference of only 5% relative to the plain law. A test of only 30 lines therefore distinguishes them poorly, although their predictions for the device differ strongly. As $N\to\infty$, the ratio tends to 0.2 with incubation and to zero without it.

The main computed values are collected in the numerical output.

## Calculated quantities

```
Number of lines: 1000000 (dimensionless)
Lognormal shape parameter: 0.30 (dimensionless)
Failed fraction q at device median: 6.93147e-07 (dimensionless)
Mean failed lines N*q: 0.69315 (dimensionless)
Lower tail bound at x=4.82: 7.1434e-07 (dimensionless)
Upper tail bound at x=4.83: 6.8332e-07 (dimensionless)
Normal quantile distance x: 4.82697 (dimensionless)
Exponent sigma*x: 1.44809 (dimensionless)
Ratio bracket: 0.23480 to 0.23551 (dimensionless)
First-failure/single-line median: 0.23502 (dimensionless)
Device survival by density integral: 0.50000000 (dimensionless)
Simulated devices: 200 (dimensionless)
Simulated median ratio: 0.2354 (dimensionless)
Al single-line median, chosen: 40.0 years
Al median first failure: 9.40 years
Operating temperature: 373 K
Activation energy, rough: 0.6 eV
Current density: 0.5 MA/cm2
Line length: 200 micrometre
Threshold product, rough: 1000 A/cm
Threshold length: 20.0 micrometre
Ratio if half the lines are immortal: 0.2451 (dimensionless)
Shared fraction of log variance: 0.50 (dimensionless)
Ratio with shared variation: 0.3566 (dimensionless)
Simulated ratio, shared variation: 0.3560 (dimensionless)
Line temperature spread: 3.0 K
Added thermal log spread: 0.1501 (dimensionless)
Total log spread: 0.3355 (dimensionless)
Ratio with temperature spread: 0.1993 (dimensionless)
Linearized temperature ratio: 0.1980 (dimensionless)
Common warming: 5.0 K
Common lifetime factor: 0.7812 (dimensionless)
First failure with common warming: 7.34 years
Test sample size: 30 lines
Standard error of shape: 0.0394 (dimensionless)
Simulated error of shape: 0.0391 (dimensionless)
Ratio at shape plus error: 0.1943 (dimensionless)
Ratio at shape minus error: 0.2842 (dimensionless)
Incubation/single-line median: 0.20 (dimensionless)
Shape after incubation: 0.3750 (dimensionless)
Ratio with incubation: 0.3309 (dimensionless)
Lifetime ratio at z=-2, plain law: 0.5488 (dimensionless)
Lifetime ratio at z=-2, incubation: 0.5779 (dimensionless)
```
